# Two singlets, one adiabatic root: a double excitation in a harmonic well

**Question**

I am studying double excitations with two electrons in a one-dimensional harmonic well, repelling each other through a weak contact interaction:

$$H=\sum_{i=1}^{2}\left(\frac{p_i^2}{2}+\frac{x_i^2}{2}\right)+\lambda\,\delta(x_1-x_2),\qquad \lambda>0 .$$

I use oscillator units, $\hbar=m=\omega_0=1$. The first excited multiplet, one quantum above the ground state, gives me no trouble. In the second, two quanta up, I can put one electron in orbital 2 or both electrons in orbital 1, so I expect two singlets. My adiabatic time-dependent density functional calculation gives one.

Is my counting right, and where do the singlets lie? Why does the adiabatic calculation miss one? I have read that a "dressed", frequency-dependent kernel repairs this, but I can't see where its form comes from, or why a correction that looks second order in $\lambda$ should matter when $\lambda$ is small.

**Answer**

Your counting is right. This model can be solved without density functional theory, so let us first find out what the response calculation ought to give.

**1. Counting and locating the states**

At $\lambda=0$ the energies are $n_1+n_2+1$. Two quanta above the ground state there are two orbital configurations. The pair $(0,2)$ gives a singlet and a triplet. The pair $(1,1)$ has a symmetric spatial function, so its spin function must be antisymmetric, and it gives a singlet only. The multiplet therefore holds two singlets and one triplet.

To see what the repulsion does, take

$$R=\frac{x_1+x_2}{\sqrt2},\qquad r=\frac{x_1-x_2}{\sqrt2}.$$

This is a rotation, so $x_1^2+x_2^2=R^2+r^2$, and the momenta transform likewise. Also $\delta(x_1-x_2)=\delta(\sqrt2\,r)=\delta(r)/\sqrt2$. Hence

$$H=\left(\frac{p_R^2}{2}+\frac{R^2}{2}\right)+\left(\frac{p_r^2}{2}+\frac{r^2}{2}+g\,\delta(r)\right),\qquad g=\frac{\lambda}{\sqrt2},$$

with energies $E=(N+\tfrac12)+(\nu+\tfrac12)$. The integer $N$ counts centre-of-mass quanta; $\nu$ need not be an integer once $g\neq0$. Exchanging the electrons sends $r\to-r$, so singlets have even functions of $r$ and triplets odd ones. Odd functions vanish at $r=0$ and do not feel the contact term.

Let $\nu_0$ and $\nu_2$ be the even levels that start from 0 and 2. The multiplet consists of

- a singlet with $N=2$, $\nu=\nu_0$,
- a singlet with $N=0$, $\nu=\nu_2$,
- a triplet with $N=1$, $\nu=1$.

The ground state has $N=0$, $\nu=\nu_0$. The first singlet has the same relative function as the ground state, so its excitation energy is 2 for every $\lambda$. The second has excitation energy $\nu_2-\nu_0$.

For small $\lambda$, first-order perturbation theory gives the shift of a relative level as $g|u(0)|^2$, where $u$ is the unperturbed function. With $u_0(0)^2=1/\sqrt\pi$ and $u_2=\frac{2r^2-1}{\sqrt2}u_0$, so that $u_2(0)^2=\frac12u_0(0)^2$,

$$\nu_0=a+O(\lambda^2),\qquad \nu_2=2+\frac a2+O(\lambda^2),\qquad a\equiv\frac{\lambda}{\sqrt{2\pi}} .$$

The excitation energies are therefore

$$\Omega_+=2,\qquad \Omega_-=2-\frac a2+O(\lambda^2),\qquad \Omega_{\rm triplet}=2-\nu_0=2-a+O(\lambda^2).$$

The lower singlet falls because the repulsion raises the ground state more than it raises the excited state.

For accurate reference values, write $u=e^{-r^2/2}h(r)$ for $r>0$. The Schrödinger equation with energy $\nu+\frac12$ becomes $h''-2rh'+2\nu h=0$. For $\nu<0$ a solution is

$$h(r)=\int_0^\infty t^{-\nu-1}e^{-t^2/4-rt}\,dt .$$

Indeed, inserting it gives the integrand $t^{-\nu-1}(t^2+2rt+2\nu)e^{-t^2/4-rt}$, which is $-2\,\frac{d}{dt}\left[t^{-\nu}e^{-t^2/4-rt}\right]$ and integrates to zero. At large $r$ this $h$ behaves as a power of $r$, so $u$ decays as required. Substituting $s=t^2/4$ gives $h(0)=2^{-\nu-1}\Gamma(-\tfrac\nu2)$ and $h'(0)=-2^{-\nu}\Gamma(\tfrac{1-\nu}2)$.

Integrating the Schrödinger equation across $r=0$ gives $-\frac12[u'(0^+)-u'(0^-)]+g\,u(0)=0$. For an even function $u'(0^-)=-u'(0^+)$, so $u'(0^+)=g\,u(0)$. Since $u'(0^+)/u(0)=h'(0)/h(0)$,

$$\frac{2\,\Gamma\!\left(\frac{1-\nu}{2}\right)}{\Gamma\!\left(-\frac{\nu}{2}\right)}=-\frac{\lambda}{\sqrt2}.$$

Analytic continuation in $\nu$ extends this condition to the positive values we need.

**2. The same singlets in orbital language**

Response theory speaks of orbitals, so we need the two singlets in that form. The spatial functions are

$$q=\frac{\varphi_0(x_1)\varphi_2(x_2)+\varphi_2(x_1)\varphi_0(x_2)}{\sqrt2},\qquad D=\varphi_1(x_1)\varphi_1(x_2).$$

A matrix element of the contact term needs only the values at $x_1=x_2=x$. These are $\varphi_0^2$ for the ground state, $\sqrt2\,\varphi_0\varphi_2$ for $q$ and $\varphi_1^2$ for $D$.

With $\varphi_1=\sqrt2\,x\,\varphi_0$ and $\varphi_2=\frac{2x^2-1}{\sqrt2}\varphi_0$, every integral contains $\varphi_0^4=e^{-2x^2}/\pi$. Its integral is $J=1/\sqrt{2\pi}$, and averages with this weight are $\langle x^2\rangle=\frac14$ and $\langle x^4\rangle=\frac3{16}$. So

$$\int\varphi_0^2\varphi_2^2=\frac J2\langle4x^4-4x^2+1\rangle=\frac38J,\qquad \int\varphi_1^4=4J\langle x^4\rangle=\frac34J,$$

$$\int\varphi_0\varphi_2\varphi_1^2=\frac{J}{\sqrt2}\langle4x^4-2x^2\rangle=\frac{J}{4\sqrt2}.$$

Since $\lambda J=a$, the ground state rises by $a$. Measuring energies from it, to first order,

$$H_{qq}=2+2\cdot\frac38a-a=2-\frac a4,\qquad H_{DD}=2+\frac34a-a=2-\frac a4,$$

$$H_{qD}=\lambda\sqrt2\cdot\frac{J}{4\sqrt2}=\frac a4 .$$

The two diagonal elements are equal, so the eigenstates are $(q\pm D)/\sqrt2$, with energies $2-\frac a4\pm\frac a4$. These are the values found in part 1. Because $q$ and $D$ are degenerate at $\lambda=0$, the mixing does not fade however weak the repulsion. It is fixed by the ratio of $H_{qD}$ to $H_{qq}-H_{DD}$, and neither quantity has a zeroth-order part. In this model $H_{qq}=H_{DD}$ at first order, so each true singlet is half single and half double excitation at leading order.

**3. What the adiabatic calculation finds**

Both electrons occupy one Kohn-Sham orbital, and the density is $n=2\varphi_0^2$ at leading order. The Hartree energy is $\frac\lambda2\int n^2$. Half of it is the interaction of each electron with itself, which exchange removes, so $E_x=-\frac\lambda4\int n^2$. Differentiating once and twice,

$$v_{Hx}=\lambda n-\frac\lambda2n=\lambda\varphi_0^2,\qquad f_{Hx}(x,x')=\left(\lambda-\frac\lambda2\right)\delta(x-x')=\frac\lambda2\,\delta(x-x').$$

The correlation energy at fixed density starts at order $\lambda^2$, because the first-order energy is the expectation value of the repulsion in the Kohn-Sham state. The correlation potential can therefore be dropped here. The Kohn-Sham gap for $0\to2$ is then

$$\omega_s=2+\lambda\int\varphi_0^2(\varphi_2^2-\varphi_0^2)=2+\frac38a-a=2-\frac58a .$$

Now the response. Let $\Phi=\varphi_0\varphi_2$. Near $\omega=2$ the Kohn-Sham response is dominated by one term, with a factor 2 for spin:

$$\chi_s\simeq\frac{2\,\Phi(x)\Phi(x')}{\omega-\omega_s}.$$

Put $\chi\simeq2\,\Phi(x)\Phi(x')\,G(\omega)$ into the Dyson equation $\chi=\chi_s+\chi_sf\chi$, where $f$ is the full Hartree-exchange-correlation kernel. With $K=\iint\Phi f\,\Phi$,

$$G=\frac{1}{\omega-\omega_s}\left(1+2KG\right)\quad\Longrightarrow\quad \frac1G=\omega-\omega_s-2K .$$

The neglected terms have denominators of order one. With a kernel of order $\lambda$ they move the root only at order $\lambda^2$.

For the adiabatic exchange kernel, $2K_A=\lambda\int\varphi_0^2\varphi_2^2=\frac38a$. The pole of $G$ lies at

$$\omega_A=2-\frac58a+\frac38a=2-\frac a4 .$$

This equals $H_{qq}$, the energy of the single excitation before it mixes with $D$. To first order it is also the mean of the two true energies.

There is one root for a structural reason. With a frequency-independent kernel, the full response equation (the Casida equation) is a matrix eigenvalue problem with one row per single excitation $0\to n$. At $\lambda=0$ its roots are $1,2,3,\dots$, and they move continuously with $\lambda$. For a weak kernel, one root remains near 2. A different adiabatic functional of order $\lambda$ could shift it but could not add a second.

**4. Where the dressed kernel comes from**

The kernel is defined as whatever makes the Dyson equation reproduce the true response. So we compute the true $G$ near resonance and read off $K$.

The true response contains, for each excited state $k$, the product $\rho_k(x)\rho_k(x')/(\omega-\Omega_k)$, where $\rho_k$ is the matrix element of the density operator between the ground state and $k$. For two electrons this is $2\int dx_2\,\Psi_0(x,x_2)\Psi_k(x,x_2)$. At leading order,

$$\rho_q=2\cdot\frac{\varphi_0\varphi_2}{\sqrt2}=\sqrt2\,\Phi,\qquad \rho_D=2\,\varphi_0\varphi_1\int\varphi_0\varphi_1\,dx_2=0 .$$

The density operator moves one electron at a time, so it cannot reach $D$. A true state $c_kq+d_kD$ is visible through its $q$ part, $\rho_k=\sqrt2\,c_k\Phi$, and

$$G(\omega)=\sum_k\frac{c_k^2}{\omega-\Omega_k}=\left[(\omega-H)^{-1}\right]_{qq}=\frac{\omega-H_{DD}}{(\omega-H_{qq})(\omega-H_{DD})-H_{qD}^2}.$$

The second equality is the spectral form of the inverse of the $2\times2$ matrix $\omega-H$; the third is the usual formula for that inverse. Therefore

$$\frac1G=\omega-H_{qq}-\frac{H_{qD}^2}{\omega-H_{DD}} .$$

Comparing with $1/G=\omega-\omega_s-2K$ gives the dressed kernel:

$$2K(\omega)=(H_{qq}-\omega_s)+\frac{H_{qD}^2}{\omega-H_{DD}}=\frac38a+\frac{(a/4)^2}{\omega-2+a/4}.$$

The constant is the adiabatic value $2K_A$. The rest belongs to correlation and carries the memory of the double excitation.

This answers your question about orders. The numerator is of order $\lambda^2$. Far from resonance, where $|\omega-2|$ is of order one, the term is indeed second order. But the roots lie within a distance of order $\lambda$ of the pole, and there the term is of order $\lambda^2/\lambda=\lambda$, the same order as the adiabatic part. Part 5 shows that at the two roots it equals $\pm\frac a4$, against $\frac38a$ for the adiabatic part.

**5. Solving for the roots**

The excitation energies satisfy $\omega=\omega_s+2K(\omega)$. Moving the constants to the left,

$$\omega-2+\frac a4=\frac{(a/4)^2}{\omega-2+a/4}\quad\Longrightarrow\quad\left(\omega-2+\frac a4\right)^2=\left(\frac a4\right)^2,$$

so $\omega=2$ or $\omega=2-\frac a2$. Both singlets are back, correct through first order.

The share of the single excitation in each root is the residue of $G$:

$$Z=\frac{1}{1-2K'(\omega)},\qquad 2K'(\omega)=-\frac{(a/4)^2}{(\omega-2+a/4)^2}=-1\ \text{ at both roots},$$

so $Z=\frac12$ for each. Between the roots, at $\omega=2-\frac a4$, the kernel has its pole and $G$ vanishes: the contributions of the two singlets cancel. To first order in $\lambda$, the adiabatic exchange calculation puts its single peak at that frequency.

To see these states you need a suitable probe. The dipole $x_1+x_2=\sqrt2R$ changes $N$ by one and reaches neither singlet. Use $Q=x_1^2+x_2^2=R^2+r^2$. For the upper singlet $\langle2|R^2|0\rangle=1/\sqrt2$, and the relative function is unchanged, so its strength $|\langle Q\rangle|^2$ is $\frac12$ for every $\lambda$. For the lower one the same integral appears with $r$ in place of $R$, but with functions that depend on $\lambda$, so $\frac12$ is its leading value.

The dressed kernel is not free of many-body input: $H_{qD}$ and $H_{DD}$ came from the two-electron Hamiltonian. What the derivation shows is the form that the kernel's matrix element $K$ must take near the resonance at leading order, and that these few two-electron matrix elements determine it.

**6. Numbers for $\lambda=0.2$**

Energies are in units of $\hbar\omega_0$; $\lambda$ is in $\hbar\omega_0$ times the oscillator length. First, $a=0.2\times0.39894=0.07979$, so $a/4=0.01995$.

The Gamma-function condition gives $\nu_0=0.07553$ and $\nu_2=2.03954$, hence $\Omega_-=1.96401$. The results are:

| Calculation | Lower singlet | Upper singlet |
|---|---|---|
| Separated Hamiltonian | 1.9640 | 2 |
| Dressed kernel | 1.9601 | 2.0000 |

The adiabatic root is $2-0.01995=1.9801$ to first order. The full Casida equation, with self-consistent exchange orbitals, gives 1.9811 and no other root between 1.5 and 2.5.

The dressed lower root is too low by 0.0039. That is 0.2% of the excitation energy, but about 11% of the true splitting, $2-1.9640=0.0360$. The error is second order: halving $\lambda$ from 0.02 to 0.01 divides it by 3.99.

Diagonalization in 441 two-electron singlet products also finds two singlets in this window, at 1.9637 and 2.0000. The weights of the configuration $(0,2)$ are 0.4994 and 0.4995. The strengths of $Q$ are 0.550 and 0.500, so the lower singlet exceeds its leading value by a tenth at this coupling, while the upper one stays at $\frac12$, as derived. This basis converges slowly because the contact term puts a cusp in the wave function: the lower energy is 0.0003 below the separated value, and the lower strength falls by about 0.0005, to 0.5495, in the complete-basis limit. The weights are stable to the digits shown.

The kernel itself can be checked with the diagonalized Hamiltonian. Since $\int x^2\sqrt2\,\Phi\,dx=\sqrt2\cdot\frac1{\sqrt2}=1$, the strength of $Q$ in state $k$ is $c_k^2$ at leading order. The response of $Q$, namely $\sum_k|\langle k|Q|0\rangle|^2\,2\Omega_k/(\omega^2-\Omega_k^2)$, therefore serves as $G$ near resonance. We form $2K=\omega-\omega_s-1/G$, with $\omega_s$ the self-consistent exchange gap. This gap omits the correlation potential, which is of order $\lambda^2$. The exact Kohn-Sham gap is higher by about $0.001\,a$ at $\lambda=0.01$, and using it would lower every extracted entry by that amount, so the comparison tests the leading order only. For $\lambda=0.01$:

| $(\omega-2)/a$ | $2K/a$, extracted | $2K/a$, formula |
|---|---|---|
| $-1.0$ | 0.290 | 0.292 |
| $-0.4$ | $-0.033$ | $-0.042$ |
| $-0.1$ | 0.792 | 0.792 |
| $+0.5$ | 0.459 | 0.458 |

The adiabatic exchange kernel would give 0.375 in every row, to leading order in $\lambda$. The largest mismatch, 0.009, is at the frequency closest to the lower root. Its size can be estimated from the second-order shift of that root, which the formula omits. Scaling the error 0.0039 at $\lambda=0.2$ as $\lambda^2$ gives a shift $\delta\approx1.0\times10^{-5}\approx0.0025\,a$ at $\lambda=0.01$. At $(\omega-2)/a=-0.4$, with both residues $\frac12$, $aG=\frac{0.5}{0.1}-\frac{0.5}{0.4}=3.75$. Raising the lower root by $\delta$ raises $G$ by $0.5\,\delta/(0.1a)^2$, so $2K$ rises by $50\,\delta/3.75^2\approx3.6\,\delta\approx0.009\,a$, the sign and roughly the size seen in this row. The estimate keeps only the largest effect. The change of the residues and of the Kohn-Sham gap enter at the same order in $\lambda$, each shifting $2K/a$ by one or two thousandths, and the finite basis affects this entry by about one thousandth. In the other rows these effects range from a few ten-thousandths to two thousandths, as large as the root shift there, and the non-resonant terms of the response add up to $-0.0004$, so the shift alone does not account for their small mismatches. The numerical check computes both tables and the energies, weights and strengths in the 441-state basis. The root-shift estimate is done by hand, and the sizes quoted for the smaller effects (residues, gap, non-resonant terms, basis) are not among its output.

**7. When the first-order picture fails**

The argument needs $a$ to be small compared with the spacing between multiplets, so that other configurations enter only as small corrections. At strong repulsion it breaks down. As $\lambda\to\infty$ the condition $u'(0^+)=g\,u(0)$ forces $u(0)=0$ for levels of finite energy. The even functions then become $|r|$-versions of the odd ones, with $\nu_0\to1$ and $\nu_2\to3$. The excitation energy $\nu_2-\nu_0$ returns to 2, whereas the first-order value $2-\frac a2$ keeps falling. There are still two singlets, but the matrix elements used here no longer place the lower one.

## Table of computed values

```
coupling lam = 0.20 hbar*omega0*length
a = lam/sqrt(2 pi) = 0.079788 hbar*omega0
integral phi0^4 = 0.398942 1/length
integral phi0^2 phi2^2 = 0.149603 1/length
integral phi1^4 = 0.299207 1/length
integral phi0 phi2 phi1^2 = 0.070524 1/length
relative quantum number nu0 = 0.075531 (no unit)
relative quantum number nu2 = 2.039542 (no unit)
ground energy, Gamma condition = 1.075531 hbar*omega0
ground energy, product basis = 1.076247 hbar*omega0
product basis size = 441 singlet states
relative singlet, Gamma condition = 1.964011 hbar*omega0
lower singlet, product basis = 1.963694 hbar*omega0
upper singlet, product basis = 2.000018 hbar*omega0
triplet, Gamma condition = 1.924469 hbar*omega0
triplet, first order = 1.920212 hbar*omega0
Kohn-Sham gap 0->2, first order = 1.950132 hbar*omega0
Kohn-Sham gap 0->2, self-consistent = 1.951559 hbar*omega0
adiabatic root, first order = 1.980053 hbar*omega0
adiabatic root, full Casida = 1.981090 hbar*omega0
adiabatic roots between 1.5 and 2.5: 1
true singlets between 1.5 and 2.5: 2
adiabatic centre-of-mass mode = 1.000000 hbar*omega0
double-excitation energy H_DD = 1.980053 hbar*omega0
coupling H_qD = 0.019947 hbar*omega0
dressed lower root = 1.960106 hbar*omega0
dressed upper root = 2.000000 hbar*omega0
dressed lower minus accurate = -0.003905 hbar*omega0
dressed residues = 0.5000, 0.5000 (no unit)
strengths of x1^2+x2^2, product basis = 0.5500, 0.5000 length^4
weights of (0,2), product basis = 0.4994, 0.4995 (no unit)
remainder ratio, lam 0.02 to 0.01 = 3.990
kernel test coupling = 0.01 hbar*omega0*length
(w-2)/a = -1.0: 2K/a extracted +0.2902, formula +0.2917
(w-2)/a = -0.4: 2K/a extracted -0.0328, formula -0.0417
(w-2)/a = -0.1: 2K/a extracted +0.7917, formula +0.7917
(w-2)/a = +0.5: 2K/a extracted +0.4586, formula +0.4583
```
